# Why a Hard Sphere Scatters Twice Its Area at Short Wavelength

An impenetrable sphere has one length, its radius $R$. A free particle of relative wave number $k$ brings a second, $1/k$. In the time-independent Schrödinger equation outside the sphere, $(\nabla^2+k^2)\psi=0$ with $\psi=0$ at $r=R$, neither Planck's constant nor the mass appears separately. The total cross section is an area, so it must have the form

$$\sigma=\pi R^2\,F(x),\qquad x=kR .$$

Classical mechanics has no wavelength, so there $F$ is a constant, and counting the trajectories that hit the sphere gives $F=1$. Dimensional analysis does not say that the quantum $F(x)$ tends to this constant as $x\to\infty$. It tends to 2. The reason is that a wave can scatter through angles of order $1/x$, which shrink to zero while the flux they carry does not.

The model assumes two spinless, distinguishable particles, elastic scattering, and a detector far from an isolated pair. Angles are centre-of-mass angles.

## The classical reference

A trajectory with impact parameter $b$ reflects from the surface as from a mirror and is deflected by $\theta$, with $b=R\cos(\theta/2)$. Hence

$$\frac{d\sigma}{d\Omega}=\frac{b}{\sin\theta}\left|\frac{db}{d\theta}\right|
=\frac{R\cos(\theta/2)\,\tfrac12R\sin(\theta/2)}{2\sin(\theta/2)\cos(\theta/2)}=\frac{R^2}{4}.$$

Integration over $4\pi$ gives $\pi R^2$. Beyond a fixed angle $\theta_0$ the classical cross section is $\pi R^2\cos^2(\theta_0/2)$.

## What the wave counts as scattered

Quantum scattering is defined by subtraction: $\psi_{\rm sc}=\psi-e^{ikz}$. Just behind a large sphere $\psi$ is nearly zero, so

$$\psi_{\rm sc}\approx-e^{ikz}$$

over a disc of area $\pi R^2$. A wave of unit amplitude over that disc carries the flux that was incident on it. This is the shadow contribution. The incident flux that struck the front face leaves as a reflected wave and supplies another $\pi R^2$.

No particles are created. The total flux also contains the interference of $\psi_{\rm sc}$ with the incident wave, which is negative and balances the scattered flux. The undeviated plane wave loses $2\pi R^2$ of flux: half is reflected, and half is turned through small angles because a hole has been cut in the wavefront.

The shadow can be seen in the full solution. At $kR=100$, the mean of $|\psi|^2$ over the disc $\rho<0.8R$ at $z=1.5R$ is 0.0023, relative to an incident density of 1. At $z=10kR^2$ it is 0.99. The hole spreads through an angle of about $1/(kR)$ and therefore widens by its own radius over a distance of about $kR^2$. Only beyond this length can its wave be separated from the beam by angle.

## The split in partial waves

Expand the plane wave as $e^{ikz}=\sum_l(2l+1)i^lj_l(kr)P_l(\cos\theta)$ and write $j_l=\tfrac12(h_l^{(1)}+h_l^{(2)})$. The sphere can change the outgoing part alone, so

$$\psi=\sum_l\frac{2l+1}{2}\,i^l\left[h_l^{(2)}(kr)+S_l\,h_l^{(1)}(kr)\right]P_l(\cos\theta).$$

The condition $\psi(R)=0$ gives

$$S_l=-\frac{h_l^{(2)}(x)}{h_l^{(1)}(x)}=e^{2i\delta_l},\qquad \tan\delta_l=\frac{j_l(x)}{y_l(x)} .$$

Since $h_l^{(2)}$ is the complex conjugate of $h_l^{(1)}$ for real $x$, $|S_l|=1$. At large $r$, $h_l^{(1)}\to(-i)^{l+1}e^{ikr}/(kr)$, and $i^l(-i)^{l+1}=1/i$. The coefficient of $e^{ikr}/r$ in $\psi_{\rm sc}$ is therefore

$$f(\theta)=\frac1{2ik}\sum_l(2l+1)(S_l-1)P_l(\cos\theta).$$

Using $\int P_lP_{l'}\,d\Omega=4\pi\delta_{ll'}/(2l+1)$,

$$\sigma=\frac{\pi}{k^2}\sum_l(2l+1)|S_l-1|^2,\qquad |S_l-1|^2=1+1-2\,{\rm Re}\,S_l=4\sin^2\delta_l .$$

Waves with $l+\tfrac12<x$ correspond to impact parameters $b=(l+\tfrac12)/k$ inside the sphere. For these $N\approx x$ waves, assign the $-1$ in $S_l-1$ to the shadow and $S_l$ to reflection. Each has unit modulus, so each part alone has the cross section

$$\frac{\pi}{k^2}\sum_{l=0}^{N-1}(2l+1)=\frac{\pi N^2}{k^2}\to\pi R^2 .$$

The two areas are equal because reflection conserves flux. The sharp cut at $l+\tfrac12=x$ is a convention: waves near the edge are partly reflected and partly pass by. Their share vanishes as $x$ grows.

## The shadow is a diffraction peak

Since $-1/(2ik)=i/(2k)$, the shadow amplitude is $(i/2k)\sum(2l+1)P_l$. At small angles $P_l(\cos\theta)\approx J_0(\lambda\theta)$ with $\lambda=l+\tfrac12$. Replacing the sum by an integral gives

$$f_{\rm sh}=\frac{i}{2k}\int_0^x2\lambda J_0(\lambda\theta)\,d\lambda
=\frac{i}{k}\,\frac{xJ_1(x\theta)}{\theta}=ikR^2\,\frac{J_1(u)}{u},\qquad u=x\theta .$$

This is the pattern of an opaque disc. Its flux within the angle $\theta$ is

$$2\pi\int_0^\theta|f_{\rm sh}|^2\theta'\,d\theta'=2\pi R^2\int_0^u\frac{J_1^2(u')}{u'}\,du'=\pi R^2\left[1-J_0^2(u)-J_1^2(u)\right],$$

because $d(J_0^2+J_1^2)/du=-2J_1^2/u$. The bracket tends to 1. About 84% of the shadow flux lies inside the first dark ring, $u=3.83$. The peak grows as $k^2R^4/4$ while its solid angle shrinks as $1/x^2$, so the product keeps a finite area.

The forward amplitude also gives the total. Setting $P_l(1)=1$ in $f$ gives ${\rm Im}f(0)=(1/2k)\sum(2l+1)(1-{\rm Re}\,S_l)$, and comparison with $\sigma$ yields the optical theorem $\sigma=(4\pi/k)\,{\rm Im}f(0)$. With $f_{\rm sh}(0)=ikR^2/2$ this is $2\pi R^2$. The shadow amplitude accounts for both halves because it records everything removed from the incident wave.

## The reflected wave is classical

For $\lambda<x$ and away from the edge, $j_l$ and $y_l$ are proportional to $\cos(\Phi-\pi/4)$ and $\sin(\Phi-\pi/4)$, with

$$\Phi=\sqrt{x^2-\lambda^2}-\lambda\arccos(\lambda/x),\qquad \frac{d\Phi}{d\lambda}=-\arccos(\lambda/x).$$

Then $\tan\delta_l=\cot(\Phi-\pi/4)$, so $\delta_l=3\pi/4-\Phi$ up to a multiple of $\pi$, and $S_l=-ie^{-2i\Phi}$. Away from the forward and backward directions,

$$P_l\approx\sqrt{\frac{2}{\pi\lambda\sin\theta}}\,\cos(\lambda\theta-\pi/4).$$

The half of this cosine with phase $-(\lambda\theta-\pi/4)$ makes the total phase stationary where

$$2\arccos(\lambda/x)=\theta,\qquad\lambda=x\cos(\theta/2).$$

This is the classical relation between $b$ and $\theta$. Write $s=\sin(\theta/2)$. At the stationary point $-2\Phi-\lambda\theta=-2xs$, and the second derivative of the phase is $-2/(xs)$. The Gaussian integral gives $\sqrt{\pi xs}\,e^{-i\pi/4}$, whose phase cancels the $e^{i\pi/4}$ from the cosine. Collecting factors,

$$f_{\rm refl}=\frac{2\lambda(-i)}{2ik}\,\frac12\sqrt{\frac{2}{\pi\lambda\sin\theta}}\sqrt{\pi xs}\;e^{-2ixs}
=-\frac{1}{2k}\sqrt{\frac{2\lambda xs}{\sin\theta}}\;e^{-2ixs}=-\frac R2e^{-2ixs}.$$

The last step uses $\lambda=x\cos(\theta/2)$ and $\sin\theta=2s\cos(\theta/2)$, which make the root equal to $x$. The result is $|f_{\rm refl}|^2=R^2/4$. The stationary region has width $\sqrt{xs}$ and lies about $xs^2/2$ from the edge at small angles, so the result needs $xs^3\gg1$.

The two limits do not commute. Fix a smallest detected angle $\theta_0$, let $x\to\infty$, and then let $\theta_0\to0$: the answer is $\pi R^2$. Include all angles first and the answer is $2\pi R^2$.

## How the limit is reached

The interference term contains $\sum(2l+1){\rm Re}\,S_l$. Its phase changes by $2\arccos(\lambda/x)$ per wave, so the terms cancel except near $\lambda=x$, where the change per wave vanishes. Set $\lambda=x+(x/2)^{1/3}s$, where $s$ is now an edge coordinate. There the Bessel functions $J_\lambda(x)$ and $Y_\lambda(x)$ become $(2/x)^{1/3}{\rm Ai}(s)$ and $-(2/x)^{1/3}{\rm Bi}(s)$, so

$$\sin^2\delta_l=\frac{{\rm Ai}^2}{{\rm Ai}^2+{\rm Bi}^2}.$$

The average value $\tfrac12$ for $\lambda<x$ gives $2\pi R^2$. The excess is an edge integral with $2\lambda\approx2x$ and $d\lambda=(x/2)^{1/3}ds$:

$$\frac{\sigma}{2\pi R^2}\approx1+\frac{2}{x^2}\,2x\left(\frac x2\right)^{1/3}C=1+2^{5/3}C\,x^{-2/3},$$

$$C=\int_0^\infty\sin^2\delta\,ds+\int_{-\infty}^0\left(\sin^2\delta-\tfrac12\right)ds .$$

The second integrand oscillates. It is the real part of $\tfrac12({\rm Ai}+i{\rm Bi})/({\rm Ai}-i{\rm Bi})$, which decays when the path is turned to $s=\tau e^{2\pi i/3}$; the zeros of the denominator lie on $\arg s=\pi/3$ and are not crossed. The identity ${\rm Ai}(ze^{\pm2\pi i/3})=\tfrac12e^{\pm i\pi/3}[{\rm Ai}(z)\mp i{\rm Bi}(z)]$ turns the integrand into $-{\rm Ai}(\tau)/[{\rm Ai}(\tau)+i{\rm Bi}(\tau)]$. The path runs inward, so $ds$ supplies $-e^{2\pi i/3}d\tau$ when $\tau$ is counted from 0 to $\infty$. With

$$A=\int_0^\infty\frac{{\rm Ai}^2}{{\rm Ai}^2+{\rm Bi}^2}d\tau,\qquad B=\int_0^\infty\frac{{\rm Ai}\,{\rm Bi}}{{\rm Ai}^2+{\rm Bi}^2}d\tau,$$

$$C=A+{\rm Re}\left[e^{2\pi i/3}(A-iB)\right]=\frac A2+\frac{\sqrt3}{2}B .$$

Numerically $A=0.0924$ and $B=0.3090$, so $C=0.3138$ and the coefficient of $x^{-2/3}$ is 0.996. Explicit partial-wave sums give $\sigma/\pi R^2=2.397$, 2.091, 2.020 and 2.004 at $x=10$, 100, 1000 and 10000. The last sum implies a coefficient of 0.995. The approach is slow because the edge region contains about $x^{1/3}$ waves.

At long wavelength the separation fails, since no shadow forms. For $l=0$, $j_0/y_0=-\tan x$, so $\delta_0=-x$, while higher phase shifts vanish as $x^{2l+1}$. Then $\sigma\to4\pi\sin^2x/k^2\to4\pi R^2$. This factor of four comes from one isotropic wave. At $x=1$ the sum gives $3.38\,\pi R^2$.

## A boron ion and a silicon atom

Take a 1 keV boron ion of mass 11.009 u and a silicon atom of mean mass 28.085 u at rest. The relative energy is

$$E_{\rm cm}=1000\times\frac{28.085}{39.094}=718.4\ {\rm eV}.$$

For $R$ use the head-on turning point, $V(R)=E_{\rm cm}$, of the Ziegler-Biersack-Littmark (ZBL) potential. This is the Coulomb repulsion of the nuclei times $\phi(r/a)$, with $a=0.8854a_0/(Z_1^{0.23}+Z_2^{0.23})=0.01427$ nm, $a_0$ the Bohr radius, and

$$\phi(y)=0.1818e^{-3.2y}+0.5099e^{-0.9423y}+0.2802e^{-0.4028y}+0.02817e^{-0.2016y}.$$

The result is $R=0.0297$ nm. With $k=16488\ {\rm nm}^{-1}$, or a wavelength of $3.81\times10^{-4}$ nm, $x=489.7$.

The classical area is $\pi R^2=2.77\times10^{-3}$ nm². In units of this area, angular integration gives 1.001 for the shadow, 1.001 for reflection, 0.021 for their interference and 0.008 for waves outside the edge. The total is 2.032, or $5.63\times10^{-3}$ nm² ($5.63\times10^{-17}$ cm²). The edge formula also gives 2.032.

The first dark ring of the disc pattern is at $3.832/489.7=0.007825$ rad, or 0.448°. The full amplitude has its first minimum close by, at 0.445°. Inside 0.448° the full amplitude puts 0.852 of $\pi R^2$, against 0.838 for the disc pattern. Beyond 30° it gives 0.934, against the classical 0.933.

## Why stopping is not doubled

The energy given to the silicon atom is $T=\gamma E\sin^2(\theta/2)$, where $E$ is the ion energy, $\gamma=4m_1m_2/(m_1+m_2)^2$ and $\gamma E=809$ eV here. Since $\sin^2(\theta/2)=(1-\cos\theta)/2$, the nuclear stopping cross section is

$$S_n=\int T\,d\sigma=\frac{\gamma E}{2}\,\sigma_{\rm tr},\qquad \sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma .$$

Isotropic reflection contributes $\pi R^2$ to $\sigma_{\rm tr}$. For the shadow, the weight $\theta^2/2$ cancels the $1/\theta^2$ in $|f_{\rm sh}|^2$ and leaves $\pi R^2\int J_1^2(x\theta)\,\theta\,d\theta$. As $J_1^2(u)$ averages to $1/(\pi u)$ at large $u$, this falls as $1/x$. This term, 0.002 here, depends on the sharp cut at $l+\tfrac12=x$ and is cancelled by interference with the other parts. The computed $\sigma_{\rm tr}$ is $1.001\,\pi R^2$; its excess over $\pi R^2$, 0.0008, falls faster than $1/x$, roughly as $3.4\,x^{-4/3}$ at large $x$.

At the dark ring the recoil energy is $809.2\times(0.003912)^2=0.0124$ eV. This is about half of $k_BT=0.0259$ eV at 300 K and roughly a thousandth of a displacement threshold of 15 eV, a rough typical value. Within this model, shadow scattering displaces almost no silicon atoms. A recoil of 15 eV needs $\sin(\theta/2)=\sqrt{15/809.2}=0.136$, so $\theta=0.273$ rad and $u=x\theta=134$. The disc pattern leaves only the fraction $J_0^2(u)+J_1^2(u)\approx2/(\pi u)=0.005$ of its flux beyond that angle.

## What real silicon changes

The energy is in the regime of ultra-shallow junction implants, but the sharp sphere is a poor model for the total cross section. The ZBL potential has a tail, and a slight phase change far outside $R$ counts as scattering. With $v$ the ion speed, the eikonal phase $2\delta(b)=-(1/\hbar v)\int V\,dz$ and $\sigma=4\pi\int b(1-\cos2\delta)\,db$ give 0.56 nm², about 100 times the hard-sphere total. This value is for the ZBL potential alone, a screened repulsion without polarisation or chemical bonding. At 0.3 nm that repulsion is only 0.16 eV, and a boron atom or ion can attract a silicon atom more strongly than that. The 0.56 nm² is therefore not a prediction for the real pair. Classically every impact parameter is deflected by a tail that never ends, so the classical total is infinite and the ratio of two loses its meaning.

The eikonal total corresponds to a radius $\sqrt{\sigma/2\pi}=0.30$ nm, larger than the silicon bond length of 0.235 nm, so in the crystal even this pair value is an indication of size. The shadow length $kR^2=14.5$ nm spans about 62 bond lengths. Other atoms intervene before the shadow becomes a separate scattered wave, and the assumption of an isolated pair fails.

Stopping is less sensitive. The hard sphere gives $S_n=1.12$ eV nm², 31% below the 1.62 eV nm² from classical scattering in the ZBL potential. These values depend on the screening function: Molière or Kr-C screening with the Firsov length gives $R=0.031$ nm and $S_n=1.85$ to 1.88 eV nm², with the hard sphere 32 to 35% below. Electronic stopping, absent from the elastic model, adds about 0.41 eV nm² in the Lindhard-Scharff estimate. The factor of two thus belongs to an isolated scatterer of finite range, observed at all angles, in the limit of short wavelength, provided that over almost its whole area the phase shifts vary enough with impact parameter for $\sin^2\delta_l$ to average to one half. For a potential of finite height the limit must be taken at a fixed ratio of potential to energy; if the energy alone is raised, the phase shifts shrink as $1/k$ and the total tends to zero. The numerical output below lists the values computed for the hard sphere and the ZBL potential.

## Calculated quantities

```
field test kR = 100; largest |psi| on sphere (kR=20) 2.9e-14
mean density behind sphere, rho<0.8R, z=1.5R: 0.0023
mean density far behind, z=10 kR^2: 0.9902
edge integrals A, B, C: 0.09236 0.30900 0.31378
edge coefficient c: 0.99619
kR=1: sigma/(pi R^2)=3.38244, fitted c=0.69122
kR=10: sigma/(pi R^2)=2.39723, fitted c=0.92189
kR=100: sigma/(pi R^2)=2.09095, fitted c=0.97972
kR=1000: sigma/(pi R^2)=2.01985, fitted c=0.99262
kR=10000: sigma/(pi R^2)=2.00429, fitted c=0.99542
boron energy: 1000 eV; masses 11.009 and 28.085 u
centre-of-mass energy: 718.4 eV
ion speed: 1.3240e+05 m/s
ZBL screening length: 0.01427 nm
hard-sphere radius R: 0.02970 nm
wave number k: 16487.6 1/nm
wavelength: 3.8109e-04 nm
kR: 489.70; partial waves inside: 490
pi R^2: 2.77133e-03 nm2
total cross section: 5.63103e-03 nm2
total cross section: 5.63103e-17 cm2
total / (pi R^2): 2.03188
  shadow part / (pi R^2): 1.00124
  reflected part / (pi R^2): 1.00124
  interference / (pi R^2): 0.02115
  outer waves / (pi R^2): 0.00825
edge formula total / (pi R^2): 2.03207
transport cross section / (pi R^2): 1.00084
first dark ring: 3.8317/kR = 0.4483 deg
flux in ring / (pi R^2): full 0.8520, disc 0.8378
forward pattern error / peak: 0.0321
flux beyond 30 deg: full 0.93399, classical 0.93301
mirror amplitude error, 60-180 deg: 0.0081
largest recoil energy: 809.2 eV
recoil energy at dark ring: 12.386 meV
thermal energy kT at 300 K: 25.85 meV
displacement threshold (rough input): 15 eV
nuclear stopping, hard sphere: 1.1222 eV nm2
nuclear stopping, ZBL classical: 1.6203 eV nm2
electronic stopping, Lindhard-Scharff: 0.4111 eV nm2
quantum total, ZBL eikonal: 0.5635 nm2
  ratio to hard-sphere total: 100.1
  radius sqrt(sigma/2pi): 0.2995 nm
shadow length k R^2: 14.54 nm
silicon bond (rough lattice input 0.543 nm): 0.2351 nm
```
